# Covalent Valence Bond Theory, Dirac's Identity and the Perfect-Pairing Energy: test program

The molecular numbers use the small basis STO-6G, so they illustrate the point and are not converged values.

```python
"""
Result under test: for N electrons, one in each of N orbitals, the covalent
Hamiltonian is  H = Q - sum_{i<j} J_ij P_ij,  P_ij = (1 + 4 s_i.s_j)/2,
and a state of singlet pairs has the energy
    E_PP = Q + sum_bonded J_ij - (1/2) sum_nonbonded J_ij.
Q: energy of the simple orbital product; J_ij: exchange parameter;
P_ij: exchange of the spins on orbitals i and j; s_i: spin of orbital i.
Exact for orthonormal orbitals, leading order in overlap for atomic orbitals.
The reference side is a second-quantized Hamiltonian in Fock space.
Atomic units throughout; mHa = millihartree.
"""
from functools import lru_cache
from itertools import combinations, permutations, product
import numpy as np
from scipy.linalg import eigh
from scipy.constants import physical_constants
from pyscf import gto

HARTREE_EV = physical_constants["Hartree energy in eV"][0]

# The library hydrogen function has exponent 1.24; rescale it to exponent 1.
BASIS = [[shell[0]] + [[row[0] / 1.24**2, row[1]] for row in shell[1:]]
         for shell in gto.basis.load("sto-6g", "H")]


def atomic_integrals(positions):
    mol = gto.M(atom=[["H", (0.0, 0.0, float(z))] for z in positions],
                unit="Bohr", basis={"H": BASIS},
                spin=len(positions) % 2, verbose=0)
    h = mol.intor("int1e_kin") + mol.intor("int1e_nuc")
    return mol.intor("int1e_ovlp"), h, mol.intor("int2e"), mol.energy_nuc()


@lru_cache(maxsize=None)
def fock_space(n):
    """Creation operators, n-electron sector, and spin-summed excitations."""
    create = np.array([[0.0, 0.0], [1.0, 0.0]])
    sign, one = np.diag([1.0, -1.0]), np.eye(2)
    creators = []
    for mode in range(2 * n):
        op = np.eye(1)
        for m in range(2 * n):
            op = np.kron(op, sign if m < mode else create if m == mode else one)
        creators.append(op)
    sector = np.array([k for k in range(4**n) if bin(k).count("1") == n])
    exc = np.zeros((n, n, len(sector), len(sector)))
    for p in range(n):
        for q in range(n):
            full = sum(creators[2*p + s] @ creators[2*q + s].T for s in (0, 1))
            exc[p, q] = full[np.ix_(sector, sector)]
    return creators, sector, exc


def fock_hamiltonian(n, h, g, vnn):
    exc = fock_space(n)[2]
    dressed = np.einsum("pqrs,rsab->pqab", g, exc)
    two = (exc @ dressed).sum(axis=(0, 1)) - np.einsum("pqqs,psab->ab", g, exc)
    return (np.einsum("pq,pqab->ab", h, exc) + 0.5 * two
            + vnn * np.eye(exc.shape[-1]))


def covalent_vectors(n, orbitals):
    """Columns: one electron in each orbital, for every spin assignment."""
    creators, sector, _ = fock_space(n)
    columns = []
    for spins in product((0, 1), repeat=n):
        vec = np.zeros(4**n)
        vec[0] = 1.0
        for i in reversed(range(n)):
            vec = sum(orbitals[m, i] * (creators[2*m + spins[i]] @ vec)
                      for m in range(n))
        columns.append(vec[sector])
    return np.array(columns).T


def product_energy(h, g, vnn):
    n = len(h)
    return (vnn + np.trace(h)
            + sum(g[i, i, j, j] for i, j in combinations(range(n), 2)))


def exchange_parameters(s, h, g):
    n = len(h)
    J = {}
    for i, j in combinations(range(n), 2):
        rest = [k for k in range(n) if k not in (i, j)]
        transfer = h[i, j] + sum(g[i, j, k, k] for k in rest)
        local = (h[i, i] + h[j, j] + g[i, i, j, j]
                 + sum(g[i, i, k, k] + g[j, j, k, k] for k in rest))
        J[i, j] = g[i, j, j, i] + 2*s[i, j]*transfer - s[i, j]**2 * local
    return J


def spin_dot(n, i, j):
    paulis = (np.array([[0, 1], [1, 0]], complex),
              np.array([[0, -1j], [1j, 0]]), np.diag([1.0 + 0j, -1.0]))
    total = np.zeros((2**n, 2**n), complex)
    for pauli in paulis:
        op = np.eye(1)
        for k in range(n):
            op = np.kron(op, pauli if k in (i, j) else np.eye(2))
        total += op / 4
    return total.real


def spin_permutation(p):
    states = list(product((0, 1), repeat=len(p)))
    return np.array([[float(all(a[k] == b[p[k]] for k in range(len(p))))
                      for b in states] for a in states])


def heisenberg(n, Q, J):
    out = (Q - 0.5 * sum(J.values())) * np.eye(2**n)
    for (i, j), value in J.items():
        out -= 2 * value * spin_dot(n, i, j)
    return out


def permutation_integrals(p, s, h, g, vnn):
    """Overlap and energy integral of the orbital product with its permutation."""
    n = len(p)

    def rest(*skip):
        return np.prod([s[k, p[k]] for k in range(n) if k not in skip])

    energy = vnn * rest() + sum(h[k, p[k]] * rest(k) for k in range(n))
    energy += sum(g[k, p[k], m, p[m]] * rest(k, m)
                  for k, m in combinations(range(n), 2))
    return rest(), energy


def analyse(positions):
    n = len(positions)
    s, h, g, vnn = atomic_integrals(positions)
    w, u = np.linalg.eigh(s)
    half, inv = (u * np.sqrt(w)) @ u.T, (u / np.sqrt(w)) @ u.T
    ho = inv @ h @ inv
    go = np.einsum("abcd,ap,bq,cr,ds->pqrs", g, inv, inv, inv, inv,
                   optimize=True)
    H = fock_hamiltonian(n, ho, go, vnn)
    C = covalent_vectors(n, half)
    return dict(s=s, h=h, g=g, vnn=vnn, ho=ho, go=go, H=H,
                Hc=C.T @ H @ C, Sc=C.T @ C, Q=product_energy(h, g, vnn),
                J=exchange_parameters(s, h, g))


singlet = np.array([0.0, 1.0, -1.0, 0.0]) / np.sqrt(2)
paired = np.kron(singlet, singlet)
bonds = [(0, 1), (2, 3)]


def pairing_energy(Q, J):
    return Q + sum(v if ij in bonds else -0.5 * v for ij, v in J.items())


# Dirac's identity: exchange defined by its action on spin labels.
for i, j in combinations(range(4), 2):
    p = list(range(4))
    p[i], p[j] = p[j], p[i]
    assert np.allclose(spin_permutation(p),
                       0.5 * (np.eye(16) + 4 * spin_dot(4, i, j)), atol=1e-13)

# Mean exchange values: two bonds followed by two unpaired parallel spins.
open_state = np.kron(paired, np.array([1.0, 0.0, 0.0, 0.0]))
mean_P = {}
for i, j in combinations(range(6), 2):
    p = list(range(6))
    p[i], p[j] = p[j], p[i]
    mean_P[i, j] = open_state @ spin_permutation(p) @ open_state
    expected = -1.0 if (i, j) in bonds else 1.0 if (i, j) == (4, 5) else 0.5
    assert abs(mean_P[i, j] - expected) < 1e-12

# Pairing energy and four-electron singlet levels for arbitrary exchange.
rng = np.random.default_rng(7)
for _ in range(5):
    Jr = {ij: rng.normal() for ij in combinations(range(4), 2)}
    Hr = heisenberg(4, 0.3, Jr)
    assert abs(paired @ Hr @ paired - pairing_energy(0.3, Jr)) < 1e-12
    a, b, c = Jr[0, 1]+Jr[2, 3], Jr[0, 2]+Jr[1, 3], Jr[0, 3]+Jr[1, 2]
    root = np.sqrt(0.5 * ((a-b)**2 + (b-c)**2 + (c-a)**2))
    levels = np.linalg.eigvalsh(Hr)
    for level in (0.3 - root, 0.3 + root):
        assert np.min(abs(levels - level)) < 1e-10
    # The pairing state is an eigenstate when the two cross sums are equal.
    Jr[0, 3] += b - c
    Hr = heisenberg(4, 0.3, Jr)
    assert np.allclose(Hr @ paired, pairing_energy(0.3, Jr) * paired, atol=1e-11)

# Single atom and two atoms.
atom_energy = atomic_integrals([0.0])[1][0, 0]
assert abs(atom_energy + 0.5) < 1e-3
two = analyse([0.0, 5.0])
S2, J2 = two["s"][0, 1], two["J"][0, 1]
levels2 = eigh(two["Hc"], two["Sc"], eigvals_only=True)
assert abs(levels2[0] - (two["Q"] + J2 / (1 + S2**2))) < 1e-9
assert np.allclose(levels2[1:], two["Q"] - J2 / (1 - S2**2), atol=1e-9)

# Four-atom chain: full permutation expansion against Fock space.
chain = np.array([0.0, 5.0, 10.5, 15.5])
four = analyse(chain)
s, h, g, vnn, Q, J = (four[k] for k in ("s", "h", "g", "vnn", "Q", "J"))
H_perm, S_perm = np.zeros((16, 16)), np.zeros((16, 16))
for p in permutations(range(4)):
    parity = round(np.linalg.det(np.eye(4)[list(p)]))
    overlap, energy = permutation_integrals(p, s, h, g, vnn)
    H_perm += parity * energy * spin_permutation(p)
    S_perm += parity * overlap * spin_permutation(p)
    moved = [k for k in range(4) if p[k] != k]
    if len(moved) == 2:
        assert abs(energy - Q * overlap - J[tuple(moved)]) < 1e-10
assert np.allclose(H_perm, four["Hc"], atol=1e-9)
assert np.allclose(S_perm, four["Sc"], atol=1e-10)

# Orthonormal orbitals: exact reduction with positive exchange.
Qo = product_energy(four["ho"], four["go"], vnn)
K = {(i, j): four["go"][i, j, j, i] for i, j in combinations(range(4), 2)}
Co = covalent_vectors(4, np.eye(4))
Ho = Co.T @ four["H"] @ Co
assert np.allclose(Ho, heisenberg(4, Qo, K), atol=1e-9)
PP_orth = paired @ Ho @ paired
assert abs(PP_orth - pairing_energy(Qo, K)) < 1e-9
assert min(K.values()) > 0
quintet = four["Hc"][0, 0] / four["Sc"][0, 0]
assert abs(np.linalg.eigvalsh(Ho)[0] - quintet) < 1e-9
full_ground = np.linalg.eigvalsh(four["H"])[0]
assert full_ground < quintet < PP_orth

# Atomic orbitals: the Heisenberg form improves as the overlap falls.
table = []
for scale in (1.0, 1.2, 1.4):
    r = analyse(scale * chain)
    exact = eigh(r["Hc"], r["Sc"], eigvals_only=True)
    model = np.linalg.eigvalsh(heisenberg(4, r["Q"], r["J"]))
    error = np.max(abs(exact - model)) / max(abs(v) for v in r["J"].values())
    E_pair = (paired @ r["Hc"] @ paired) / (paired @ r["Sc"] @ paired)
    bonded = sum(r["J"][ij] for ij in bonds)
    nonbonded = sum(v for ij, v in r["J"].items() if ij not in bonds)
    table.append((scale, r["s"][0, 1], error,
                  (E_pair - r["Q"] - bonded) / nonbonded))
assert table[2][2] < table[1][2] < table[0][2]
assert table[2][2] < table[0][2] / 4
assert abs(table[2][3] + 0.5) < 0.02
assert abs(table[2][3] + 0.5) < abs(table[0][3] + 0.5)

# Worked numbers for the unstretched chain.
bonded = sum(J[ij] for ij in bonds)
nonbonded = sum(v for ij, v in J.items() if ij not in bonds)
E_formula = pairing_energy(Q, J)
E_pair = (paired @ four["Hc"] @ paired) / (paired @ four["Sc"] @ paired)
ground_model = np.linalg.eigvalsh(heisenberg(4, Q, J))[0]
ground_cov = eigh(four["Hc"], four["Sc"], eigvals_only=True)[0]
assert J[0, 1] < 0 and J[1, 2] < 0 and g[0, 1, 1, 0] > 0
assert ground_model < E_formula and full_ground < ground_cov < E_pair
a, b, c = J[0, 1]+J[2, 3], J[0, 2]+J[1, 3], J[0, 3]+J[1, 2]
root = np.sqrt(0.5 * ((a-b)**2 + (b-c)**2 + (c-a)**2))
assert abs(ground_model - (Q - root)) < 1e-10

print("mean P, bonded pair 1-2:", f"{mean_P[0, 1]:.3f}")
print("mean P, different bonds 2-3:", f"{mean_P[1, 2]:.3f}")
print("mean P, bonded with unpaired 1-5:", f"{mean_P[0, 4]:.3f}")
print("mean P, parallel unpaired 5-6:", f"{mean_P[4, 5]:.3f}")
print(f"one-atom energy: {atom_energy:.6f} hartree")
print("TWO ATOMS, distance 5.0 bohr")
print(f"overlap S: {S2:.5f}")
print(f"Q: {two['Q']:.6f} hartree")
print(f"J: {1e3*J2:.4f} mHa")
print(f"singlet minus Q: {1e3*(levels2[0]-two['Q']):.4f} mHa")
print(f"triplet minus Q: {1e3*(levels2[1]-two['Q']):.4f} mHa")
print("FOUR ATOMS, positions (bohr):", *chain)
for i, j in combinations(range(4), 2):
    print(f"pair {i+1}-{j+1}: S = {s[i, j]:.5f}, J = {1e3*J[i, j]:.5f} mHa")
print(f"bare exchange (12|21): {1e3*g[0, 1, 1, 0]:.4f} mHa")
print(f"overlap part of J12: {1e3*(J[0, 1]-g[0, 1, 1, 0]):.4f} mHa")
print(f"Q: {Q:.6f} hartree")
print(f"Q minus four atoms: {1e3*(Q-4*atom_energy):.4f} mHa")
print(f"sum of bonded J: {1e3*bonded:.4f} mHa")
print(f"minus half sum of nonbonded J: {-500*nonbonded:.4f} mHa")
print(f"E_PP by formula: {E_formula:.6f} hartree")
print(f"E_PP minus Q, formula: {1e3*(E_formula-Q):.4f} mHa")
print(f"E_PP minus Q, formula: {HARTREE_EV*(E_formula-Q):.5f} eV")
print(f"E_PP minus Q, with all overlap: {1e3*(E_pair-Q):.4f} mHa")
print(f"Heisenberg ground minus Q: {1e3*(ground_model-Q):.4f} mHa")
print(f"covalent ground minus Q, all overlap: {1e3*(ground_cov-Q):.4f} mHa")
print("STRETCH: S12, spectrum error / max|J|, nonbonded coefficient")
for scale, overlap, error, coefficient in table:
    print(f"{scale:.1f}: {overlap:.5f}, {error:.5f}, {coefficient:.5f}")
print("ORTHOGONALIZED ORBITALS, unstretched chain")
print(f"K12: {1e3*K[0, 1]:.5f} mHa")
print(f"K23: {1e3*K[1, 2]:.5f} mHa")
print(f"covalent quintet: {quintet:.6f} hartree")
print(f"pairing state minus quintet: {1e3*(PP_orth-quintet):.4f} mHa")
print(f"full-CI ground minus quintet: {1e3*(full_ground-quintet):.4f} mHa")
print("all good")
```

Printed output:

```
mean P, bonded pair 1-2: -1.000
mean P, different bonds 2-3: 0.500
mean P, bonded with unpaired 1-5: 0.500
mean P, parallel unpaired 5-6: 1.000
one-atom energy: -0.499827 hartree
TWO ATOMS, distance 5.0 bohr
overlap S: 0.09656
Q: -0.999975 hartree
J: -2.2260 mHa
singlet minus Q: -2.2054 mHa
triplet minus Q: 2.2469 mHa
FOUR ATOMS, positions (bohr): 0.0 5.0 10.5 15.5
pair 1-2: S = 0.09656, J = -2.22475 mHa
pair 1-3: S = 0.00121, J = -0.00029 mHa
pair 1-4: S = 0.00001, J = -0.00000 mHa
pair 2-3: S = 0.06776, J = -1.00853 mHa
pair 2-4: S = 0.00121, J = -0.00029 mHa
pair 3-4: S = 0.09656, J = -2.22475 mHa
bare exchange (12|21): 3.7160 mHa
overlap part of J12: -5.9408 mHa
Q: -2.000090 hartree
Q minus four atoms: -0.7827 mHa
sum of bonded J: -4.4495 mHa
minus half sum of nonbonded J: 0.5046 mHa
E_PP by formula: -2.004035 hartree
E_PP minus Q, formula: -3.9449 mHa
E_PP minus Q, formula: -0.10735 eV
E_PP minus Q, with all overlap: -3.9144 mHa
Heisenberg ground minus Q: -4.0404 mHa
covalent ground minus Q, all overlap: -4.0064 mHa
STRETCH: S12, spectrum error / max|J|, nonbonded coefficient
1.0: 0.09656, 0.03268, -0.53027
1.2: 0.04710, 0.00737, -0.50894
1.4: 0.02219, 0.00155, -0.50251
ORTHOGONALIZED ORBITALS, unstretched chain
K12: 0.82985 mHa
K23: 0.47071 mHa
covalent quintet: -1.994559 hartree
pairing state minus quintet: 3.5564 mHa
full-CI ground minus quintet: -10.0803 mHa
all good
```
